# Radial potential and current ratio on an edge-contacted copper seed

## A seed that plates almost evenly

A thin copper seed covers an insulating disc of radius $a$ and is contacted all round its edge. During plating, positive current enters the seed from the electrolyte over the whole face and flows outward through the film to the contact. The film has thickness $h$ and resistivity $\rho$, so its sheet resistance is $R_s=\rho/h$.

Suppose first that the seed conducts so well that the deposition current density $j$, counted positive into the seed, is nearly uniform. The current collected inside a circle of radius $r$ is $\pi r^2 j$, and all of it must cross that circle. If $K$ is the outward sheet current per unit length, then

$$2\pi r K=\pi r^2 j,\qquad K=\tfrac12 jr .$$

Let $\phi(r)$ be the seed potential measured against a copper reference electrode in the electrolyte beside the seed. At $\phi=0$ the copper is in equilibrium and no net current passes; deposition needs $\phi<0$. The cathodic overpotential $\eta=-\phi$ is then positive. Ohm's law in the film reads

$$K=-\frac{1}{R_s}\frac{d\phi}{dr}=\frac{1}{R_s}\frac{d\eta}{dr}. \tag{1}$$

Outward current means that $\phi$ falls, and $\eta$ rises, towards the edge. Integrating $d\eta/dr=R_s jr/2$ from centre to edge gives

$$\eta(a)-\eta(0)=\tfrac14R_s j a^2 .$$

If the kinetics are linear, $j=g\eta$, and $j$ is close to its edge value $g\eta_a$ with $\eta_a=\eta(a)$, then

$$\frac{j(0)}{j(a)}=\frac{\eta(0)}{\eta_a}\approx1-\frac{R_s g a^2}{4}. \tag{2}$$

The combination $R_s g$ is an inverse length squared. With

$$\lambda=\frac{1}{\sqrt{R_s g}},\qquad x=\frac a\lambda ,$$

the estimate is $1-x^2/4$. It is a lower estimate, because the interior plates more slowly than the edge, so the true current and the true ohmic drop are smaller than assumed. For $x>2$ it is negative and useless. The full answer must let the current density respond to the potential that it produces.

## The linear kinetic law and its conditions

The conductance per area $g$ comes from the Butler–Volmer law. With exchange current density $i_0$, transfer coefficients $\alpha_c$ and $\alpha_a$, and $u=F\eta/RT$,

$$j=i_0\left(e^{\alpha_c u}-e^{-\alpha_a u}\right). \tag{3}$$

To second order in $u$ the bracket is

$$(\alpha_c+\alpha_a)u+\tfrac12(\alpha_c^2-\alpha_a^2)u^2
=(\alpha_c+\alpha_a)u\left[1+\tfrac12(\alpha_c-\alpha_a)u\right].$$

Hence

$$j=g\eta,\qquad g=\frac{i_0(\alpha_a+\alpha_c)F}{RT}, \tag{4}$$

with leading relative error $(\alpha_c-\alpha_a)F\eta/(2RT)$. The law requires $\eta\ll RT/F$, about 26 mV at room temperature.

Three further conditions keep $g$ the only link between seed and electrolyte.

- **Thin film.** Current crossing the thickness causes a drop of order $\rho hj$. Relative to $\eta=j/g$ this is $\rho hg=(h/\lambda)^2$, which must be small.
- **Conducting electrolyte.** Across a gap $L$ of conductivity $\kappa$ the ohmic drop is of order $jL/\kappa$. Relative to $\eta$ this is $gL/\kappa$. If it is small, the electrolyte potential can count as uniform.
- **Fast supply of copper ions.** Let $j_L$ be the limiting current density, the same everywhere on the disc. The ion concentration at the surface, relative to the bulk, is then $1-j/j_L$. If the cathodic term in (3) is proportional to it, the linear law becomes

$$j=i_0\left[(\alpha_a+\alpha_c)u-\frac{j}{j_L}\right]
\quad\Rightarrow\quad
j=\frac{g}{1+i_0/j_L}\,\eta .$$

Near equilibrium, neglecting depletion therefore requires $i_0\ll j_L$; a small $j/j_L$ is not enough. If $i_0/j_L$ is not small, the results below still hold in this model with $g$ replaced by $g/(1+i_0/j_L)$. Slower mass transport then lengthens $\lambda$ and makes the current more even.

The seed is also taken as uniform, so the result is a snapshot at the start of plating, before the deposit has changed the thickness.

## First derivation: charge balance on rings

Take the ring between $r$ and $r+dr$. The current leaving through its outer circle exceeds the current entering through its inner circle by what is deposited on the ring:

$$2\pi\left[(r+dr)K(r+dr)-rK(r)\right]=2\pi r\,dr\,j .$$

Dividing by $2\pi\,dr$ and letting $dr\to0$ gives

$$\frac{d(rK)}{dr}=rj. \tag{5}$$

Insert (1) and $j=g\eta$, then multiply by $R_s/r$:

$$\frac1r\frac{d}{dr}\left(r\frac{d\eta}{dr}\right)=R_sg\,\eta=\frac{\eta}{\lambda^2}.$$

With $s=r/\lambda$, and primes for derivatives with respect to $s$,

$$\eta''+\frac{\eta'}{s}=\eta. \tag{6}$$

This is the modified Bessel equation of order zero. Try $\eta=\sum_n c_ns^n$. The left side is

$$\sum_n\left[n(n-1)+n\right]c_ns^{n-2}=\sum_n n^2c_ns^{n-2}.$$

The right side has no term in $s^{-1}$, so $c_1=0$. Matching the other powers gives $n^2c_n=c_{n-2}$. All odd coefficients vanish, and

$$c_{2m}=\frac{c_0}{2^2\,4^2\cdots(2m)^2}=\frac{c_0}{4^m(m!)^2}.$$

The solution is $c_0I_0(s)$, where

$$I_0(s)=\sum_{m=0}^{\infty}\frac{(s/2)^{2m}}{(m!)^2}
=1+\frac{s^2}{4}+\frac{s^4}{64}+\dots \tag{7}$$

A second-order equation has a second independent solution, $\eta_2$. Write (6) as $(s\eta')'=s\eta$ for both functions, multiply each equation by the other function and subtract:

$$\left[s(I_0\eta_2'-\eta_2I_0')\right]'=0,\qquad s(I_0\eta_2'-\eta_2I_0')=C .$$

Here $C\neq0$, since $C=0$ would make $\eta_2$ a multiple of $I_0$. Dividing by $sI_0^2$ gives $(\eta_2/I_0)'=C/(sI_0^2)$. Near the centre $I_0\to1$, so $\eta_2$ behaves as $C\ln s$ and $s\eta_2'\to C$. The current through a small circle is

$$2\pi rK=\frac{2\pi}{R_s}\,s\eta_2'\to\frac{2\pi C}{R_s},$$

which stays finite as the circle shrinks to a point. That would need a contact at the centre. There is none, so any solution containing a part of $\eta_2$ is excluded. For $C=-1$, $\eta_2$ is the modified Bessel function of the second kind, written $K_0(s)$, plus some multiple of $I_0(s)$.

The edge condition $\eta(a)=\eta_a$ fixes $c_0=\eta_a/I_0(x)$. Therefore

$$\boxed{\;\phi(r)=-\eta_a\frac{I_0(r/\lambda)}{I_0(a/\lambda)},\qquad
\frac{j(0)}{j(a)}=\frac{1}{I_0(a/\lambda)}\;} \tag{8}$$

because $I_0(0)=1$ and $j$ is proportional to $\eta$. The ratio is independent of $\eta_a$: within linear kinetics, a gentler drive lowers all currents by the same factor and does not improve uniformity.

For small $x$, put $y=x^2/4$, so that $I_0=1+y+y^2/4+\dots$. Then

$$\frac1{I_0}=1-y+\left(y^2-\frac{y^2}{4}\right)+\dots
=1-\frac{x^2}{4}+\frac{3x^4}{64}-\dots$$

The first correction is that of (2), and the next is positive, as the argument there required.

The total current is what crosses the edge, $I=2\pi aK(a)$. With $I_1=I_0'$, equations (1) and (8) give

$$I=\frac{2\pi a\,\eta_a}{R_s\lambda}\,\frac{I_1(x)}{I_0(x)}. \tag{9}$$

Dividing by $\pi a^2g\eta_a$, and using $1/(R_sg\lambda)=\lambda$, gives the mean current density relative to the edge value:

$$\frac{\bar j}{j(a)}=\frac{2I_1(x)}{x\,I_0(x)} . \tag{10}$$

## Second derivation: superposed plane solutions

Now make no use of rings. For any small patch of the film, the divergence of the sheet current equals the current deposited on it: $\nabla\cdot\mathbf K=j$. With $\mathbf K=\nabla\eta/R_s$ and $j=g\eta$,

$$\nabla^2\eta=\frac{\eta}{\lambda^2}. \tag{11}$$

This has a simple solution that varies along one direction. For any unit vector $\mathbf n$, the function $e^{\mathbf n\cdot\mathbf r/\lambda}$ satisfies (11), since each derivative along $\mathbf n$ brings down a factor $1/\lambda$. It describes a seed fed from one distant straight edge: the overpotential falls by a factor $e$ over each length $\lambda$ away from that edge.

Equation (11) is linear, so such solutions may be added. Take all directions with equal weight. At distance $r$ from the centre and polar angle $\vartheta$,

$$\eta=A\,\frac{1}{2\pi}\int_0^{2\pi}e^{(r/\lambda)\cos(\theta-\vartheta)}\,d\theta .$$

The integrand has period $2\pi$ in $\theta$, so $\vartheta$ can be shifted away. The sum depends on $r$ alone and is constant along the edge, as the contact requires. Define

$$M(s)=\frac1{2\pi}\int_0^{2\pi}e^{s\cos\theta}\,d\theta .$$

At the centre every plane solution equals 1, so $\eta(0)=A$, while at the edge $\eta_a=AM(x)$. The current ratio is thus $1/M(x)$.

To identify $M$, expand the exponential. Odd powers of $\cos\theta$ average to zero, because $\theta\to\theta+\pi$ reverses their sign. For even powers write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$:

$$\cos^{2m}\theta=\frac1{4^m}\sum_{k=0}^{2m}\binom{2m}{k}e^{i(2m-2k)\theta}.$$

Only $k=m$ survives the average, which leaves $(2m)!/[4^m(m!)^2]$. Hence

$$M(s)=\sum_{m=0}^\infty\frac{s^{2m}}{(2m)!}\,\frac{(2m)!}{4^m(m!)^2}=I_0(s),$$

the series (7), and (8) follows again.

It remains to show that no other field meets the same edge condition. Let $w$ be the difference of two smooth solutions of (11) with equal edge values. Then

$$\nabla\cdot(w\nabla w)=|\nabla w|^2+w\nabla^2w=|\nabla w|^2+\frac{w^2}{\lambda^2}.$$

Integrate over the disc. The left side becomes an edge integral of $w\,\partial w/\partial r$, which vanishes because $w=0$ there. The right side is a sum of squares, so $w=0$ throughout.

The angular form also gives the limit of large $x$. The integrand is then concentrated near $\theta=0$, where $\cos\theta\approx1-\theta^2/2$:

$$I_0(x)\approx\frac{e^x}{2\pi}\int_{-\infty}^{\infty}e^{-x\theta^2/2}\,d\theta=\frac{e^x}{\sqrt{2\pi x}},
\qquad \frac{j(0)}{j(a)}\approx\sqrt{2\pi x}\,e^{-x}. \tag{12}$$

Differentiating $M$ shows that $I_1$ is the same average with an extra factor $\cos\theta$, which is close to 1 where the integrand is large. So $I_1/I_0\to1$, and (9) becomes $I\approx2\pi a\lambda\,g\eta_a$. The disc then draws the current of an edge band of width $\lambda$ plated at the full edge rate.

## Numbers for a disc of 150 mm radius

Take the round model parameters $h=50$ nm, $\rho=2.5\times10^{-8}$ Ω m, $i_0=10$ A/m², $\alpha_c=0.5$, $\alpha_a=1.5$, $T=298.15$ K and $\eta_a=2$ mV. Then

$$g=\frac{10\times2}{0.025693}=778.4\ \text{S/m}^2,\qquad
R_s=\frac{2.5\times10^{-8}}{50\times10^{-9}}=0.5\ \Omega,$$

$$\lambda=\frac1{\sqrt{0.5\times778.4}}=0.0507\ \text m,\qquad x=\frac{0.150}{0.0507}=2.96 .$$

With $I_0(x)=4.723$ the centre-to-edge ratio is $1/4.723=0.212$. The edge plates at 1.557 A/m² and the centre at 0.330 A/m². The seed potential runs from $-0.42$ mV at the centre to $-2.00$ mV at the edge. Two thirds of the way out, at 100 mm, the current density is still 0.737 A/m², less than half the edge value.

The estimate (2) would give $1-2.19$, which is meaningless here. The opposite limit (12) gives 0.224, about 6% above the true ratio.

With $I_1(x)=3.811$, the total current is

$$I=\frac{2\pi\times0.150\times0.002}{0.5\times0.0507}\times\frac{3.811}{4.723}=0.060\ \text A=60\ \text{mA},$$

and the mean current density is 0.545 of the edge value.

These results were tested against a network of concentric rings built from Ohm's law and charge conservation, without Bessel functions. Its potentials agree with (8) to within $10^{-7}$ of $\eta_a$, and its ratio and total current agree to all digits shown in the numerical output.

Since $x^2=\rho ga^2/h$, doubling the thickness at fixed resistivity divides $x$ by $\sqrt2$. Initial seeds of 100, 200, 500 and 1000 nm give ratios of 0.41, 0.61, 0.81 and 0.90. Conversely, a required ratio $q$ fixes $x$ through $I_0(x)=1/q$. For $q=0.9$ this gives $x=0.658$ and

$$h=\frac{\rho ga^2}{x^2}=\frac{2.5\times10^{-8}\times778.4\times0.150^2}{0.658^2}\approx1.01\times10^{-6}\ \text m,$$

or about 1.0 µm. These are separate seeds, each uniform at the start. They do not trace the growth of one deposit, which thickens faster at the edge.

The thicknesses are not design values for practical plating. They hold for overpotentials of a few millivolts, here about 1.5 A/m² at the edge, and for an electrolyte of negligible resistance. That second condition is demanding: with $g=778$ S/m² and a well-conducting acid bath of about 50 S/m, $\kappa/g$ is only about 6 cm, so $gL/\kappa\ll1$ needs a gap of a few millimetres, and a gap of 5 cm already gives $gL/\kappa\approx0.8$. In a cell with insulating side walls and a flat anode facing the disc, the electrolyte resistance acts in series with the kinetics and makes the current more even than (8) predicts. They also assume the same resistivity at every thickness, whereas in real films it usually rises as the film gets thinner. At 100 A/m² the law (3) with the present parameters needs an overpotential of about 118 mV, far outside the linear range. The ratio must then be found from the full kinetics, with the electrolyte and the supply of ions included where they matter.

## What each derivation assumes

Both derivations use Ohm's law in a thin film, local charge conservation and a smooth field at the centre. They differ in how they use symmetry and linearity.

**The ring balance assumes axial symmetry from its first line, but needs linear kinetics only after (5).** Before that step, any local law $j(\eta)$ and any radial profile $R_s(r)$ are allowed:

$$\frac1r\frac{d}{dr}\left(\frac{r}{R_s(r)}\frac{d\eta}{dr}\right)=j(\eta).$$

This form can therefore be solved with the full law (3), to see where the linear result fails. At $\eta_a=2$ mV the edge current density is 1.499 A/m², 3.7% below the linear value; the leading error term predicts 3.9%. The ratio is 0.222 instead of 0.212, a relative change of about 5%. At much smaller drives the deviation of the ratio was tested to halve when the drive is halved.

At $\eta_a=100$ mV, far outside the linear range, the full law gives a ratio of 0.242. That is surprisingly close to 0.212, but the closeness does not validate the linear law. Its centre overpotential would be $0.212\times100=21$ mV, whereas the full solution has 31.6 mV. To see what happens, define the local conductance $c=j/\eta$. From the computed values,

$$c(a)=\frac{69.98}{0.100}=700\ \text{S/m}^2,\qquad c(0)=\frac{16.93}{0.03164}=535\ \text{S/m}^2,$$

and therefore

$$\frac{j(0)}{j(a)}=\frac{c(0)}{c(a)}\,\frac{\eta(0)}{\eta_a}=0.765\times0.316=0.242 .$$

Two changes oppose each other. The overpotential is more even than in the linear solution, 0.316 against 0.212, while the conductance is lower at the centre than at the edge.

The first change can be traced to $c<g$. For the present coefficients, $c<g$ means that

$$f(u)=e^{u/2}-e^{-3u/2}-2u$$

is negative. Both $f$ and $f'$ vanish at $u=0$. The second derivative, $\tfrac14e^{u/2}-\tfrac94e^{-3u/2}$, is negative up to $u=\tfrac12\ln9$ and positive beyond. So $f$ first falls below zero and is then convex, and a convex function that is negative at both ends of an interval is negative between them. At 100 mV, $f$ is still negative, because $c(a)<g$. Thus $c<g$ over the whole seed away from equilibrium. Starting from the same centre value, each ring collects less current than in the linear case, $\eta$ rises less towards the edge, and $\eta(0)/\eta_a$ is larger. The partial cancellation belongs to these parameters and to this drive, and is no general rule. With the same parameters the ratio does not stay near the linear value between 2 and 100 mV: it first rises, to about 0.35 near 50 mV where $c(a)$ is close to its lowest, and then falls again, to about 0.12 at 150 mV. At such a drive the supply of copper ions must also be checked anew, now by comparing $j$ itself with $j_L$.

**The superposition assumes linear kinetics and uniform $R_s$ and $g$ from the start, but axial symmetry enters only through the contact.** Without linearity the plane solutions cannot be added, and without uniformity they are not solutions. In return, equation (11) also covers an edge whose overpotential $\eta_a(\vartheta)$ varies round the rim, as with imperfect contacts. Rotating such a solution about the centre gives another solution of (11) with the same centre value. The average over all rotations is again a solution, and its edge value is the constant mean $\langle\eta_a\rangle$. By uniqueness it has the form (8), so

$$\eta(0)=\frac{\langle\eta_a\rangle}{I_0(x)},\qquad j(0)=\frac{\langle j(a)\rangle}{I_0(x)} .$$

The centre responds to the rim average alone. Uneven contacts change the pattern elsewhere on the seed, but the ratio of the centre current density to the mean edge current density remains $1/I_0(a/\lambda)$.

## Computed results

```
INPUTS
disc radius a = 150 mm
seed thickness h = 50 nm
resistivity rho = 2.50e-08 ohm m
exchange current density i0 = 10.0 A/m^2
alpha_c = 0.5, alpha_a = 1.5 (no unit)
temperature T = 298.15 K
edge overpotential eta_a = 2.0 mV
LINEAR KINETICS
RT/F = 25.693 mV
kinetic conductance g = 778.43 S/m^2
leading nonlinearity at edge = -3.89 %
sheet resistance R_s = 0.500 ohm
decay length lambda = 50.69 mm
thinness h/lambda = 9.86e-07 (no unit)
x = a/lambda = 2.9593 (no unit)
I0(x) = 4.7228, I1(x) = 3.8109 (no unit)
r =   0 mm: phi = -0.4235 mV, j = 0.3297 A/m^2
r =  50 mm: phi = -0.5329 mV, j = 0.4149 A/m^2
r = 100 mm: phi = -0.9473 mV, j = 0.7374 A/m^2
r = 150 mm: phi = -2.0000 mV, j = 1.5569 A/m^2
centre-to-edge ratio, formula = 0.21174 (no unit)
centre-to-edge ratio, ring network = 0.21174 (no unit)
largest profile error / eta_a = 5.2e-08 (no unit)
mean-to-edge ratio = 0.5454 (no unit)
total current, formula = 60.015 mA
total current, ring network = 60.015 mA
INITIAL SEED THICKNESS
h =   50 nm: x = 2.9593, j(0)/j(a) = 0.2117
h =  100 nm: x = 2.0925, j(0)/j(a) = 0.4110
h =  200 nm: x = 1.4796, j(0)/j(a) = 0.6146
h =  500 nm: x = 0.9358, j(0)/j(a) = 0.8122
h = 1000 nm: x = 0.6617, j(0)/j(a) = 0.8989
for ratio 0.9: x = 0.6577, h = 1012 nm
FULL BUTLER-VOLMER KINETICS, SEED OF THE INPUTS
eta_a = 2 mV: eta(0) = 0.431 mV
  j(0) = 0.3326 A/m^2, j(a) = 1.4990 A/m^2
  j(0)/j(a) = 0.2219 (no unit)
eta_a = 100 mV: eta(0) = 31.641 mV
  j(0) = 16.9342 A/m^2, j(a) = 69.9833 A/m^2
  j(0)/j(a) = 0.2420 (no unit)
```
